**Rounding errors in coupled-channel tunnelling: transfer products and scattering composition**

The program compares two ways of computing the transmission matrix $t$ of a barrier multilayer with $n$ periods. The two growing solutions gain factors $e^{g_1}$ and $e^{g_2}$ per period, with $g_2>g_1>0$, and $\varepsilon$ is the double-precision spacing. It asserts agreement with direct integration for one period and with high-precision matrix exponentials for thicker stacks. It also asserts unitarity, independence of the reference wavenumber, the bound on the composition inverse, the decay rate and the overflow point. The transfer error grows approximately as $\varepsilon e^{n(g_2-g_1)}$ and reaches 100% at six periods, or 42 Å. The scattering error is $4\times10^{-15}$ at eight periods and $2\times10^{-12}$ at 200. A one-channel case shows that the backward transfer product remains accurate while the forward formula and forward marching fail.

## Numerical check

```python
"""
Tunnelling through a stack of coupled-channel barriers: psi'' = K2 psi.
Claim under test: composing scattering matrices keeps the transmission matrix
accurate for any thickness, while a transfer-matrix product loses the most
penetrating channel with relative error about eps*exp(n*(g2-g1)).
K2 = 2(V-E) in atomic units, d = layer thickness, k = lead wavenumbers,
k0 = wavenumber of zero-width reference gaps, n = number of periods,
exp(+-g1), exp(+-g2) = growth and decay factors of one period, g2 > g1 > 0.
A scattering matrix is (r, t, rp, tp, s): reflection and transmission from the
left, then from the right; the true transmissions are exp(-s)*t, exp(-s)*tp.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
EPS = np.finfo(float).eps


def slab_scattering(K2, d, k0):
    w, U = np.linalg.eigh(K2)
    kap = np.sqrt(w)
    rho = (k0 - 1j * kap) / (k0 + 1j * kap)
    eta = np.exp(-kap * d)
    den = 1 - rho**2 * eta**2
    r = (U * (-rho * np.expm1(-2 * kap * d) / den)) @ U.T
    t = (U * ((1 - rho**2) * eta / den)) @ U.T
    return r, t, r, t, 0.0


def step_scattering(k_left, k_right):
    r = np.diag((k_left - k_right) / (k_left + k_right)).astype(complex)
    t = np.diag(2 * np.sqrt(k_left * k_right) / (k_left + k_right))
    return r, t.astype(complex), -r, t.astype(complex), 0.0


def compose(A, B):
    rA, tA, rpA, tpA, sA = A
    rB, tB, rpB, tpB, sB = B
    one = np.eye(len(rA))
    X = np.linalg.inv(one - rpA @ rB)
    Xp = np.linalg.inv(one - rB @ rpA)
    r = rA + np.exp(-2 * sA) * (tpA @ rB @ X @ tA)
    rp = rpB + np.exp(-2 * sB) * (tB @ rpA @ Xp @ tpB)
    t = tB @ X @ tA
    tp = tpA @ Xp @ tpB
    size = np.linalg.norm(t, 2)
    return r, t / size, rp, tp / size, sA + sB - np.log(size)


def stack_scattering(layers, k, k0):
    gap = np.full(len(k), k0)
    S = step_scattering(k, gap)
    for K2, d in layers:
        S = compose(S, slab_scattering(K2, d, k0))
    return compose(S, step_scattering(gap, k))


def slab_transfer(K2, d):
    w, U = np.linalg.eigh(K2)
    kap = np.sqrt(w)
    c, s = np.cosh(kap * d), np.sinh(kap * d)
    return np.block([[(U * c) @ U.T, (U * (s / kap)) @ U.T],
                     [(U * (kap * s)) @ U.T, (U * c) @ U.T]])


def lead_waves(k):
    root = np.diag(np.sqrt(k))
    inv_root = np.diag(1 / np.sqrt(k))
    return np.block([[inv_root, inv_root], [1j * root, -1j * root]])


def read_left_side(state, k):
    """Transmission and reflection from (psi, psi') at the left lead."""
    N = len(k)
    root = np.sqrt(k)[:, None]
    psi, dpsi = state[:N], state[N:]
    F = 0.5 * (root * psi - 1j * dpsi / root)
    G = 0.5 * (root * psi + 1j * dpsi / root)
    try:
        t = np.linalg.inv(F)
    except np.linalg.LinAlgError:      # rounding left no second direction
        t = np.full((N, N), np.inf)
    return t, G @ t


def transfer_backward(layers, k):
    Q = np.eye(2 * len(k))
    for K2, d in layers:
        Q = Q @ slab_transfer(K2, -d)
    return read_left_side(Q @ lead_waves(k)[:, :len(k)], k)[0]


def transfer_forward(layers, k):
    N = len(k)
    M = np.eye(2 * N)
    for K2, d in layers:
        M = slab_transfer(K2, d) @ M
    W = lead_waves(k)
    T = np.linalg.inv(W) @ M @ W
    return T[:N, :N] - T[:N, N:] @ np.linalg.inv(T[N:, N:]) @ T[N:, :N]


def reference_transmission(period, n, k):
    """High-precision matrix exponentials, without eigenchannels."""
    mp.mp.dps = 60 + 8 * n
    N = len(k)
    Q = mp.eye(2 * N)
    for K2, d in period:
        A = mp.zeros(2 * N, 2 * N)
        for i in range(N):
            A[i, N + i] = mp.mpf(1)
            for j in range(N):
                A[N + i, j] = mp.mpf(float(K2[i, j]))
        Q = Q * mp.expm(A * (-mp.mpf(float(d))))
    Q = Q**n
    roots = [mp.sqrt(mp.mpf(float(x))) for x in k]
    out = mp.zeros(2 * N, N)
    for i in range(N):
        out[i, i] = 1 / roots[i]
        out[N + i, i] = mp.mpc(0, 1) * roots[i]
    state = Q * out
    F = mp.zeros(N, N)
    for i in range(N):
        for j in range(N):
            F[i, j] = (roots[i] * state[i, j]
                       - mp.mpc(0, 1) * state[N + i, j] / roots[i]) / 2
    return mp.inverse(F)


def to_numpy(M, log_scale=0.0):
    f = mp.exp(mp.mpf(float(log_scale)))
    return np.array([[complex(M[i, j] * f) for j in range(M.cols)]
                     for i in range(M.rows)])


def relative_error(value, ref):
    return np.linalg.norm(value - ref) / np.linalg.norm(ref)


# Model parameters
E = 1.0
thresholds = np.array([0.0, 0.5])
V_P = np.array([[1.4, 1.0], [1.0, 7.0]])
V_Q = np.array([[1.6, -1.0], [-1.0, 9.0]])
d_P, d_Q = 4.0, 3.0
L = d_P + d_Q


def model(energy):
    one = np.eye(2)
    period = [(2 * (V_P - energy * one) / HARTREE, d_P / BOHR),
              (2 * (V_Q - energy * one) / HARTREE, d_Q / BOHR)]
    return period, np.sqrt(2 * (energy - thresholds) / HARTREE)


def growth_exponents(period):
    M = np.eye(4)
    for K2, d in period:
        M = slab_transfer(K2, d) @ M
    size = np.sort(np.abs(np.linalg.eigvals(M)))
    return np.log(size[2]), np.log(size[3])


period, k = model(E)
kap_P = np.sqrt(np.linalg.eigvalsh(period[0][0]))
kap_Q = np.sqrt(np.linalg.eigvalsh(period[1][0]))
k_lo, k_hi = min(kap_P[0], kap_Q[0]), max(kap_P[1], kap_Q[1])
k0 = k_hi
g1, g2 = growth_exponents(period)
print(f"Energy {E:.1f} eV; lead thresholds {thresholds[0]:.1f}, "
      f"{thresholds[1]:.1f} eV")
print(f"Layer thicknesses P, Q: {d_P:.1f}, {d_Q:.1f} angstrom; "
      f"period {L:.1f} angstrom")
for name, V in (("P", V_P), ("Q", V_Q)):
    print(f"V_{name} (11, 12, 22): {V[0,0]:.1f}, {V[0,1]:.1f}, "
          f"{V[1,1]:.1f} eV")
print(f"Lead wavenumbers: {k[0]/BOHR:.4f}, {k[1]/BOHR:.4f} 1/angstrom")
print(f"Decay constants in P: {kap_P[0]/BOHR:.4f}, "
      f"{kap_P[1]/BOHR:.4f} 1/angstrom")
print(f"Decay constants in Q: {kap_Q[0]/BOHR:.4f}, "
      f"{kap_Q[1]/BOHR:.4f} 1/angstrom")
print(f"Reference wavenumber k0: {k0/BOHR:.4f} 1/angstrom")
print(f"Growth exponents per period g1, g2: {g1:.4f}, {g2:.4f} (no unit)")

# Direct integration of the wave equation through one period
state = lead_waves(k)[:, :2].astype(complex)
for K2, d in reversed(period):
    def slope(x, y, K2=K2):
        y = y.reshape(4, 2)
        return np.vstack([y[2:], K2 @ y[:2]]).ravel()
    sol = solve_ivp(slope, (d, 0.0), state.ravel(), method="DOP853",
                    rtol=1e-11, atol=1e-12)
    assert sol.success
    state = sol.y[:, -1].reshape(4, 2)
t_ode, r_ode = read_left_side(state, k)
S1 = stack_scattering(period, k, k0)
f1 = np.exp(-S1[4])
ode_error = max(relative_error(f1 * S1[1], t_ode),
                relative_error(S1[0], r_ode))
assert ode_error < 1e-7
full = np.block([[S1[0], f1 * S1[3]], [f1 * S1[1], S1[2]]])
unitarity = np.linalg.norm(full.conj().T @ full - np.eye(4))
assert unitarity < 1e-12
print(f"One period, difference from direct integration: {ode_error:.1e}")
print(f"One period, departure from unitarity: {unitarity:.1e}")

# Both algorithms against the high-precision reference
print("periods | thickness (angstrom) | total transmission | "
      "rel. error scattering | rel. error transfer")
transfer_errors = []
for n in range(1, 9):
    S = stack_scattering(period * n, k, k0)
    ref = reference_transmission(period, n, k)
    err_S = relative_error(S[1], to_numpy(ref, S[4]))
    err_T = relative_error(transfer_backward(period * n, k), to_numpy(ref))
    transfer_errors.append(err_T)
    total = np.exp(-2 * S[4]) * np.linalg.norm(S[1])**2
    assert err_S < 1e-12
    print(f"{n:d} | {n*L:.0f} | {total:.4e} | {err_S:.1e} | {err_T:.1e}")
assert transfer_errors[0] < 1e-10
assert not transfer_errors[-1] < 0.9
n_loss = -np.log(EPS) / (g2 - g1)
lost = [n for n, e in enumerate(transfer_errors, 1) if not e < 0.5]
assert abs(lost[0] - n_loss) < 2.5
print(f"Predicted loss of transfer result: {n_loss:.2f} periods, "
      f"{n_loss*L:.1f} angstrom = {n_loss*L/BOHR:.1f} bohr")
print(f"First period count with transfer error above one half: {lost[0]}")

# The transmission must not depend on the auxiliary wavenumber
S8 = stack_scattering(period * 8, k, k0)
S8b = stack_scattering(period * 8, k, 0.5 * k0)
assert relative_error(S8b[1] * np.exp(S8[4] - S8b[4]), S8[1]) < 1e-12

# Error growth, averaged over energies because rounding is irregular
counts = np.array([2, 3, 4])
logs, gaps = [], []
for energy in np.linspace(0.95, 1.05, 11):
    p, q = model(energy)
    a, b = growth_exponents(p)
    gaps.append(b - a)
    logs.append([np.log(relative_error(
        transfer_backward(p * int(n), q),
        to_numpy(reference_transmission(p, int(n), q)))) for n in counts])
measured = np.polyfit(counts, np.mean(logs, axis=0), 1)[0]
expected = np.mean(gaps)
assert abs(measured / expected - 1) < 0.15   # scatter of rounding errors
print(f"Log error growth per period, measured and g2-g1: "
      f"{measured:.2f}, {expected:.2f} (no unit)")

# Bounds on the inverse used when one more slab is added deep in the stack
S = step_scattering(k, np.full(2, k0))
norms, y_values = [], []
one = np.eye(2)
for i, (K2, d) in enumerate(period * 12):
    B = slab_scattering(K2, d, k0)
    if i >= 8:
        norms.append(np.linalg.norm(np.linalg.inv(one - S[2] @ B[0]), 2))
        Y = -1j * k0 * (one - S[2]) @ np.linalg.inv(one + S[2])
        assert np.linalg.norm(Y - Y.conj().T) < 1e-5 * k_hi
        y_values.extend(np.linalg.eigvalsh((Y + Y.conj().T) / 2))
    S = compose(S, B)
bound = np.sqrt(2) * k_hi / k_lo
assert max(norms) <= bound
assert min(y_values) > k_lo * (1 - 1e-6)
assert max(y_values) < k_hi * (1 + 1e-6)
print(f"Largest norm of inverse deep in stack, and bound: "
      f"{max(norms):.3f}, {bound:.3f} (no unit)")
print(f"Range of log-derivative eigenvalues: {min(y_values)/BOHR:.4f} to "
      f"{max(y_values)/BOHR:.4f} 1/angstrom")

# Very thick stack: overflow of one method, logarithmic result of the other
n_big = 200
S_big = stack_scattering(period * n_big, k, k0)
S_half = stack_scattering(period * (n_big // 2), k, k0)
ref_big = reference_transmission(period, n_big, k)
err_big = relative_error(S_big[1], to_numpy(ref_big, S_big[4]))
assert err_big < 1e-10
rate = (S_big[4] - S_half[4]) / (n_big - n_big // 2)
assert abs(rate / g1 - 1) < 1e-8
log_T = (-2 * S_big[4] / np.log(10)
         + 2 * np.log10(np.linalg.norm(S_big[1])))
Q, n_over = np.eye(4), 0
with np.errstate(all="ignore"):
    while np.all(np.isfinite(Q)) and n_over < n_big:
        for K2, d in period:
            Q = Q @ slab_transfer(K2, -d)
        n_over += 1
n_over_predicted = np.log(np.finfo(float).max) / g2
assert abs(n_over - n_over_predicted) < 2
print(f"Transfer product overflows at period {n_over}; "
      f"predicted {n_over_predicted:.1f}")
print(f"{n_big} periods ({n_big*L:.0f} angstrom): log10 of total "
      f"transmission {log_T:.4f}")
print(f"{n_big} periods: relative error of scattering result {err_big:.1e}")
print(f"Amplitude decay exponent per period from scattering: {rate:.6f}")

# One channel: which transfer calculations fail, and which one survives
V1, slices, d1 = 1.8, 60, 1.0
K2_1 = np.array([[2 * (V1 - E) / HARTREE]])
k1 = np.array([np.sqrt(2 * E / HARTREE)])
kap1 = np.sqrt(K2_1[0, 0])
slab1 = [(K2_1, d1 / BOHR)]
ref1 = to_numpy(reference_transmission(slab1, slices, k1))
back1 = relative_error(transfer_backward(slab1 * slices, k1), ref1)
forw1 = relative_error(transfer_forward(slab1 * slices, k1), ref1)
S_one = stack_scattering(slab1 * slices, k1, kap1)
scat1 = relative_error(S_one[1] * np.exp(-S_one[4]), ref1)
assert back1 < 1e-11 and scat1 < 1e-11 and forw1 > 0.5
v = np.array([1.0, -kap1])
M1 = slab_transfer(*slab1[0])
march = []
for i in range(1, slices + 1):
    v = M1 @ v
    march.append(abs(v[0] * np.exp(kap1 * i * d1 / BOHR) - 1))
assert march[-1] > 1e3
x_lost = d1 * (1 + int(np.argmax(np.array(march) > 1)))
x_predicted = -np.log(EPS) / (2 * kap1) * BOHR
assert abs(x_lost - x_predicted) < 6   # unknown size of the rounding seed
print(f"One channel: barrier {V1:.1f} eV, thickness {slices*d1:.0f} "
      f"angstrom, decay constant {kap1/BOHR:.4f} 1/angstrom")
print(f"One channel transmission: {abs(ref1[0,0])**2:.4e}")
print(f"One channel rel. error, backward transfer: {back1:.1e}")
print(f"One channel rel. error, forward transfer: {forw1:.1e}")
print(f"One channel rel. error, scattering: {scat1:.1e}")
print(f"Marched decaying solution lost at {x_lost:.0f} angstrom; "
      f"predicted {x_predicted:.1f} angstrom")
print(f"Marched solution, rel. error at far side: {march[-1]:.1e}")
print("finished without a failed check")
```

It prints:

```
Energy 1.0 eV; lead thresholds 0.0, 0.5 eV
Layer thicknesses P, Q: 4.0, 3.0 angstrom; period 7.0 angstrom
V_P (11, 12, 22): 1.4, 1.0, 7.0 eV
V_Q (11, 12, 22): 1.6, -1.0, 9.0 eV
Lead wavenumbers: 0.5123, 0.3623 1/angstrom
Decay constants in P: 0.2440, 1.2729 1/angstrom
Decay constants in Q: 0.3502, 1.4610 1/angstrom
Reference wavenumber k0: 1.4610 1/angstrom
Growth exponents per period g1, g2: 2.2565, 9.3936 (no unit)
One period, difference from direct integration: 5.1e-14
One period, departure from unitarity: 1.9e-15
periods | thickness (angstrom) | total transmission | rel. error scattering | rel. error transfer
1 | 7 | 4.0454e-02 | 2.2e-16 | 1.2e-14
2 | 14 | 4.5098e-04 | 1.4e-15 | 2.2e-11
3 | 21 | 4.9462e-06 | 1.4e-15 | 1.8e-08
4 | 28 | 5.4238e-08 | 2.2e-15 | 1.2e-05
5 | 35 | 5.9475e-10 | 2.7e-15 | 1.6e-02
6 | 42 | 6.5218e-12 | 2.8e-15 | 1.0e+00
7 | 49 | 7.1516e-14 | 3.5e-15 | 1.0e+00
8 | 56 | 7.8421e-16 | 3.8e-15 | 1.0e+00
Predicted loss of transfer result: 5.05 periods, 35.4 angstrom = 66.8 bohr
First period count with transfer error above one half: 6
Log error growth per period, measured and g2-g1: 7.02, 7.14 (no unit)
Largest norm of inverse deep in stack, and bound: 1.117, 8.469 (no unit)
Range of log-derivative eigenvalues: 0.2620 to 1.4610 1/angstrom
Transfer product overflows at period 76; predicted 75.6
200 periods (1400 angstrom): log10 of total transmission -391.4192
200 periods: relative error of scattering result 2.1e-12
Amplitude decay exponent per period from scattering: 2.256496
One channel: barrier 1.8 eV, thickness 60 angstrom, decay constant 0.4582 1/angstrom
One channel transmission: 5.1982e-24
One channel rel. error, backward transfer: 8.0e-16
One channel rel. error, forward transfer: 5.6e+07
One channel rel. error, scattering: 9.1e-15
Marched decaying solution lost at 43 angstrom; predicted 39.3 angstrom
Marched solution, rel. error at far side: 1.1e+07
finished without a failed check
```
